\section*{Why the second Ga–C bond of trimethylgallium is the weakest}

\section{The choice that depends on the bond sequence}

A calculation of the gas-phase decomposition of trimethylgallium needs an energy for each loss of a methyl radical, and a spin state for each fragment left behind. One mean Ga--C bond energy may not be used for all three losses, and the fragment $\mathrm{GaMe}$ (with $\mathrm{Me}=\mathrm{CH_3}$) must be taken as a singlet. Both rules have the same origin: the second loss lets gallium close a nonbonding electron pair, which restores much of its $4s^2$ occupation.

Let $E_n$ be the ground-state electronic energy of $\mathrm{GaMe}_n$, and $E_{\rm Me}$ that of the methyl radical. The dissociation energies are
\begin{align}
D_1&=E_2+E_{\rm Me}-E_3,\\
D_2&=E_1+E_{\rm Me}-E_2,\\
D_3&=E_0+E_{\rm Me}-E_1 .
\end{align}
A positive value means that energy must be supplied. Zero-point, thermal and spin-orbit terms are left out. The ground states are a singlet for $\mathrm{GaMe_3}$, a doublet for $\mathrm{GaMe_2}$, a singlet for $\mathrm{GaMe}$ and a doublet for the atom.

Hartree--Fock theory with second-order perturbation theory (MP2) gives
\begin{align}
D_1&=0.1224\ \text{hartree}\quad(321\ \mathrm{kJ\,mol^{-1}}),\\
D_2&=0.0626\ \text{hartree}\quad(164\ \mathrm{kJ\,mol^{-1}}),\\
D_3&=0.0970\ \text{hartree}\quad(255\ \mathrm{kJ\,mol^{-1}}).
\end{align}
Their mean is $(0.1224+0.0626+0.0970)/3=0.0940$ hartree. Used for the second step, it is too high by $0.0940-0.0626=0.0314$ hartree, half of $D_2$ itself. If such an error $\delta$ enters an activation energy, the computed rate is too small by the factor $e^{-\delta/k_{\rm B}T}$.

\section{What the minimum means without methyl}

The two differences that define the minimum do not contain the energy of the methyl radical. Subtracting the definitions gives
\begin{align}
D_2-D_1&=(E_1+E_{\rm Me}-E_2)-(E_2+E_{\rm Me}-E_3)\nonumber\\
&=E_1+E_3-2E_2,\\
D_3-D_2&=(E_0+E_{\rm Me}-E_1)-(E_1+E_{\rm Me}-E_2)\nonumber\\
&=E_0+E_2-2E_1 .
\end{align}
The first line is the energy of
\begin{equation}
2\,\mathrm{GaMe_2}\longrightarrow\mathrm{GaMe_3}+\mathrm{GaMe},
\end{equation}
which is $0.0626-0.1224=-0.0598$ hartree. The second is the energy of $2\,\mathrm{GaMe}\rightarrow\mathrm{Ga}+\mathrm{GaMe_2}$, which is $0.0970-0.0626=+0.0344$ hartree. A weak second bond therefore means that $\mathrm{GaMe_2}$ is unstable, and $\mathrm{GaMe}$ stable, towards these two disproportionations into separated gas-phase species. It does not decide the reaction $3\,\mathrm{GaMe}\rightarrow\mathrm{GaMe_3}+2\,\mathrm{Ga}$, whose energy $2D_3-D_1-D_2$ is here only $+0.009$ hartree. An error in the methyl energy alone shifts all three bond energies equally and cannot create the minimum. The question is what makes $\mathrm{GaMe}$ low in energy compared with its neighbours.

\section{Counting valence electrons}

It is easiest to build the molecule from the atom. Gallium has the valence configuration $4s^24p^1$. The first methyl radical pairs its odd electron with the $4p$ electron, and the $4s$ pair can stay closed. The resulting $\mathrm{GaMe}$ has no unpaired electron, so a second methyl can bind only if the pair is opened. One electron of the former pair enters the new bond and the other remains as the odd electron of $\mathrm{GaMe_2}$. The third methyl meets that odd electron and needs no further unpairing.

Read backwards, the first cleavage leaves one nonbonding electron on gallium, the second leaves two, which can pair, and the third starts and ends with a closed pair. The labels $4s$ and $4p$ are approximate in a molecule, because the orbitals mix. The energies below do not depend on these labels.

\section{Separating bond breaking from pairing}

Suppose that the second bond is cut but the two electrons left on gallium are kept parallel. The fragment is then triplet $\mathrm{GaMe}$, with energy $E_1^{\rm t}$. A triplet and a doublet can couple to a doublet, so this is an allowed dissociation limit of $\mathrm{GaMe_2}$. Define
\begin{align}
D_2^{\rm hs}&=E_1^{\rm t}+E_{\rm Me}-E_2,\\
R&=E_1^{\rm t}-E_1 .
\end{align}
Here hs stands for high spin, and $R>0$ is the energy released when the fragment pairs its electrons. Adding and subtracting $E_1^{\rm t}$ in $D_2$ gives
\begin{align}
D_2&=E_1+E_{\rm Me}-E_2\nonumber\\
&=(E_1^{\rm t}+E_{\rm Me}-E_2)-(E_1^{\rm t}-E_1)\nonumber\\
&=D_2^{\rm hs}-R. \label{eq:cycle}
\end{align}
This is an identity and explains nothing until its terms are known. Inserting it into $D_2<D_1$ and $D_2<D_3$ turns the minimum into two conditions:
\begin{equation}
R>D_2^{\rm hs}-D_1,\qquad R>D_2^{\rm hs}-D_3. \label{eq:conditions}
\end{equation}

For trimethylgallium $D_2^{\rm hs}=0.1348$ hartree and $R=0.0722$ hartree ($190\ \mathrm{kJ\,mol^{-1}}$). The thresholds in (\ref{eq:conditions}) are $0.0124$ and $0.0378$ hartree, and $R$ exceeds both. Without pairing, the second dissociation energy would be larger than both $D_1$ and $D_3$. Pairing turns the largest of the three values into the smallest.

Two limits show the range of the argument. If $R\to0$ with $D_2^{\rm hs}$ unchanged, $D_2\to D_2^{\rm hs}$ and the minimum disappears. If $R>D_2^{\rm hs}$, then $D_2<0$, and $\mathrm{GaMe_2}$ lies above separated $\mathrm{GaMe}+\mathrm{Me}$. Trimethylgallium lies between these limits.

\section{Why the atomic promotion energy is the wrong debit}

It is tempting to replace $R$ by the promotion energy of the free atom,
\begin{equation}
P=E_0^{\rm q}-E_0,
\end{equation}
where $E_0^{\rm q}$ is the energy of the quartet $4s^14p^2$. The calculation gives $P=0.1351$ hartree ($355\ \mathrm{kJ\,mol^{-1}}$). Subtracting it from $D_2^{\rm hs}$ would give $0.1348-0.1351=-0.0003$ hartree, no second bond, whereas $D_2=0.0626$ hartree. That the difference lies so close to zero is an accident of this level: MP2 in this basis underestimates $P$, and a larger $P$ makes the difference more negative. The fragment recovers only about half of the atomic value ($R/P=0.53$ at this level).

The rest appears in the third step. Let the third bond also be cut at high spin, so that triplet $\mathrm{GaMe}$ gives the quartet atom:
\begin{align}
D_3^{\rm hs}&=E_0^{\rm q}+E_{\rm Me}-E_1^{\rm t}\nonumber\\
&=(E_0+P)+E_{\rm Me}-(E_1+R)\nonumber\\
&=D_3+P-R .
\end{align}
Hence
\begin{equation}
D_3=D_3^{\rm hs}-(P-R),\qquad P-R=D_3^{\rm hs}-D_3. \label{eq:third}
\end{equation}
Numerically, $P-R=0.1351-0.0722=0.0629$ hartree and $D_3^{\rm hs}=0.0970+0.0629=0.1599$ hartree. Thus $R<P$ because methyl binds more strongly to the promoted atom than to the ground-state atom.

The high-spin sequence is $0.1224$, $0.1348$, $0.1599$ hartree; its first member is $D_1$ itself, since $\mathrm{GaMe_2}$ has only one odd electron. It rises steadily and has no minimum. Pairing lowers its second member by $R=0.0722$ and its third by $P-R=0.0629$ hartree. The third step is lowered although a pair is present before and after it, because the pair is worth more in the atom than in $\mathrm{GaMe}$.

This accounting gives different reasons for the two inequalities:
\begin{align}
D_1-D_2&=R-(D_2^{\rm hs}-D_1)\nonumber\\
&=0.0722-0.0124=0.0598,\\
D_3-D_2&=(D_3^{\rm hs}-D_2^{\rm hs})+R-(P-R)\nonumber\\
&=0.0251+0.0093=0.0344,
\end{align}
in hartree. The second bond is weaker than the first because of $R$. Measured along the high-spin path, it is weaker than the third because the high-spin bond strengthens as ligands are removed. Counted from the actual ground states, the second cleavage closes a pair and the third closes no new one. Both statements are correct; they use different reference states. The notion that the whole atomic promotion energy is recovered in the second step is not. The other contribution to $D_3-D_2$, $R-(P-R)=0.0093$ hartree, is too small for its sign to be trusted. $P$ was computed with MP2 alone, in a small basis and without relativity, and a value larger by $0.01$ hartree, with $R$ unchanged, would reverse the sign. Better correlation alone raises $P$ by about that much in the same basis, and it raises $R$ as well, so the sign stays open.

\section{Is the pair really $4s^2$?}

The density can be projected on the $4s$ orbital $\phi$ of the free atom. For spin $\sigma$, let $n_\sigma=\langle a^\dagger_{\phi\sigma}a_{\phi\sigma}\rangle$ be its occupation. In a single determinant whose orbitals have definite spin, the probability $w$ of finding both electrons in $\phi$ is
\begin{align}
w&=\langle a^\dagger_{\phi\alpha}a_{\phi\alpha}a^\dagger_{\phi\beta}a_{\phi\beta}\rangle\nonumber\\
&=n_\alpha n_\beta-\langle a^\dagger_{\phi\alpha}a_{\phi\beta}\rangle\langle a^\dagger_{\phi\beta}a_{\phi\alpha}\rangle
=n_\alpha n_\beta .
\end{align}
The exchange term is $\langle a^\dagger_{\phi\alpha}a_{\phi\beta}\rangle\langle a_{\phi\alpha}a^\dagger_{\phi\beta}\rangle$, and its minus sign arises because operators of different spin anticommute, $a_{\phi\alpha}a^\dagger_{\phi\beta}=-a^\dagger_{\phi\beta}a_{\phi\alpha}$. The term vanishes because the determinant does not mix spins.

From $\mathrm{GaMe_3}$ to the atom, $w$ is $0.643$, $0.655$, $0.928$ and $0.991$. The rises in the three cleavages are $0.012$, $0.273$ and $0.063$, so the pair is restored mainly in the second. That this rise is the largest was tested.

A simple estimate gets the place of the largest rise right but not the sizes. Let a bond supply a fixed occupation $b$ per spin, and a nonbonding electron an occupation of one. Then $w$ runs $b^2,\ b,\ 1,\ 1$, with rises
\begin{equation}
b-b^2=b(1-b),\qquad 1-b,\qquad 0 .
\end{equation}
Since $b<1$, the second is the largest. With $b=0.80$ from $\mathrm{GaMe_3}$ the first two are $0.16$ and $0.20$, against the computed $0.01$ and $0.27$. The estimate fails mainly in $\mathrm{GaMe_2}$, where both of its assumptions are inexact. The $\beta$ occupation, which comes from the bonds, is $0.718$ instead of $0.80$, and the $\alpha$ occupation is $0.912$ instead of one. Their product is $0.655$, not $0.80$, which makes the first rise smaller and the second larger than estimated.

These occupations are not atomic charges. Ligand orbitals overlap with $\phi$, so part of the ligand density is counted too; this helps to explain how $\mathrm{GaMe_3}$ can show a total of $1.60$. The comparison with the promoted atom is still useful: triplet $\mathrm{GaMe}$ has a total of $1.54$, the quartet atom $0.99$. The projected $4s$ density is thus larger in the fragment even before the electrons pair. This is in line with $R<P$, but part of the increase is ligand density. The orbital that the triplet empties is far from a pure $4s$ orbital: the $\beta$ occupation falls from $0.963$ in singlet $\mathrm{GaMe}$ to $0.588$ in the triplet, by $0.375$, whereas in the atom it falls from one to zero. $R$ is thus the energy of closing a pair in an orbital of mixed character, and the label $4s^2$ describes the restored density, not that orbital.

\section{A case in which the condition fails}

Hydrides allow a better treatment of correlation, by coupled cluster theory with single and double excitations (CCSD), and a comparison with boron. In hartree, CCSD gives
\begin{align}
\mathrm{GaH_3}:\quad&D_1,D_2,D_3=0.1279,\ 0.0666,\ 0.1019,\nonumber\\
&R=0.0720;\\
\mathrm{BH_3}:\quad&D_1,D_2,D_3=0.1713,\ 0.1312,\ 0.1282,\nonumber\\
&R=0.0428 .
\end{align}
The gallium hydrides repeat the methyl pattern, so the minimum does not need a carbon ligand. In boron, at this level, the second value is not the lowest. Equation (\ref{eq:cycle}) gives $D_2^{\rm hs}=0.1312+0.0428=0.1740$ hartree. The thresholds are $0.1740-0.1713=0.0027$ and $0.1740-0.1282=0.0458$ hartree. The first is exceeded by $R$, the second is not. The shortfall is only $0.0030$ hartree, and the boron structures were not relaxed, so the order of $D_2$ and $D_3$ in boron should be regarded as open at this level. The disappearance of a deep minimum is clear.

Define its depth as
\begin{align}
\Delta&=\tfrac12(D_1+D_3)-D_2\nonumber\\
&=R+\left[\tfrac12(D_1+D_3)-D_2^{\rm hs}\right].
\end{align}
For gallium $\Delta=0.0483$ and for boron $0.0186$ hartree. The bracket is $0.0483-0.0720=-0.0237$ in one case and $0.0186-0.0428=-0.0242$ in the other. At these fixed structures and in this split, nearly all of the difference in depth is thus the difference in $R$. The bracket is not independent of $R$: by (\ref{eq:third}) it equals $\tfrac12(D_1+D_3^{\rm hs})-D_2^{\rm hs}-\tfrac12(P-R)$, so the attribution changes if $P$ is taken as the separate term. Two elements support the proposed cause but do not establish a constant bracket for others.

\section{Accuracy and use}

The methyl energies use the def2-SVP basis without $p$ functions on hydrogen, density fitting, and frozen cores that include Ga $3d$. All Ga--C lengths are $3.78$ bohr and the C--Ga--C angle of $\mathrm{GaMe_2}$ is $120^\circ$. Relaxing the length in singlet $\mathrm{GaMe}$ would gain about $0.0006$ hartree; relaxing the angle in $\mathrm{GaH_2}$ gains nothing at the printed precision. Three times the first plus the second, about $0.002$ hartree, serves as an estimate of the structural error. The margin by which $D_2$ is lowest, $0.0344$ hartree, is much larger. The estimate is rough: it carries the length over from $\mathrm{GaMe}$ and the angle from $\mathrm{GaH_2}$, and it does not cover changes within the methyl groups.

For the gallium hydrides, $D_1$, $D_2$, $D_3$ and $R$ change by at most $0.006$ hartree from MP2 to CCSD. The largest change is in $R$, which MP2 puts at $0.0662$ instead of $0.0720$ hartree. For boron MP2 gives $0.0300$ instead of $0.0428$ hartree, so a pairing energy deserves a check beyond MP2. Basis-set incompleteness and superposition, higher correlation, $3d$ correlation and relativity remain outside these comparisons. The ordering is much firmer than the last digits, and the values are not measured bond energies.

In practice, compute both spin states of $\mathrm{GaMe}$ and use the lower. If the triplet is used by mistake, $D_2$ becomes $0.1348$ hartree and $D_3$ becomes $0.0970-0.0722=0.0248$ hartree. The minimum then moves to the third step. The sum $D_1+D_2+D_3$ does not change, because the energy of $\mathrm{GaMe}$ cancels from it, so a correct total energy for removing all three methyl radicals cannot reveal the mistake. The disproportionation energy can: it changes from $-0.0598$ to $+0.0124$ hartree.

For comparison with enthalpies or rates, add the vibrational and thermal terms to each step separately. A low $D_2$ says that $\mathrm{GaMe_2}$ needs less energy than $\mathrm{GaMe_3}$ to lose a methyl radical; it does not by itself give the rate or exclude another path. If a surface or a donor molecule binds to gallium, it can change both $D_2^{\rm hs}$ and $R$. The conditions (\ref{eq:conditions}) still apply, but their terms must be computed for the bound species. The numerical output below gives the total energies from which the methyl values follow.

\section*{Computed results}
\begin{verbatim}
Fixed Ga-C length: 3.78 bohr
Fixed C-Ga-C and H-X-H angle in XR2: 120.0 degree
Fixed C-H length, bound and free methyl: 2.07, 2.04 bohr
Fixed Ga-C-H angle: 111.0 degree
Fixed Ga-H and B-H lengths: 3.05, 2.28 bohr
Ga doublet: E = -1923.00345 hartree
Ga quartet: E = -1922.86834 hartree
Methyl radical: E = -39.62935 hartree
GaMe singlet: E = -1962.72981 hartree
GaMe triplet: E = -1962.65756 hartree
GaMe2: E = -2002.42172 hartree
GaMe3: E = -2042.17342 hartree
GaMe3 series D1: 0.1224 hartree = 321 kJ/mol
GaMe3 series D2: 0.0626 hartree = 164 kJ/mol
GaMe3 series D3: 0.0970 hartree = 255 kJ/mol
GaMe3 series D2_hs: 0.1348 hartree = 354 kJ/mol
GaMe3 series R: 0.0722 hartree = 190 kJ/mol
Atomic promotion P: 0.1351 hartree = 355 kJ/mol
Ratio R/P: 0.535
Threshold D2_hs - D1: 0.0124 hartree
Threshold D2_hs - D3: 0.0378 hartree
GaMe3 series depth: 0.0471 hartree
4s occupation GaMe3: alpha 0.802, beta 0.802, sum 1.604
4s occupation GaMe2: alpha 0.912, beta 0.718, sum 1.630
4s occupation GaMe singlet: alpha 0.963, beta 0.963, sum 1.927
4s occupation GaMe triplet: alpha 0.950, beta 0.588, sum 1.538
4s occupation Ga doublet: alpha 0.991, beta 1.000, sum 1.991
4s occupation Ga quartet: alpha 0.994, beta 0.000, sum 0.994
4s pair probability w, GaMe3, GaMe2, GaMe, Ga: 0.643, 0.655, 0.928, 0.991
Rise of w in cleavages 1, 2, 3: 0.012, 0.273, 0.063
Neglected relaxation, GaMe length: 0.00062 hartree
Neglected relaxation, GaH2 angle: 0.00000 hartree
Ga hydrides MP2 D1, D2, D3: 0.1234, 0.0676, 0.0964 hartree
Ga hydrides MP2 R, depth: 0.0662, 0.0423 hartree
Ga hydrides CCSD D1, D2, D3: 0.1279, 0.0666, 0.1019 hartree
Ga hydrides CCSD R, depth: 0.0720, 0.0483 hartree
B hydrides MP2 D1, D2, D3: 0.1670, 0.1386, 0.1229 hartree
B hydrides MP2 R, depth: 0.0300, 0.0063 hartree
B hydrides CCSD D1, D2, D3: 0.1713, 0.1312, 0.1282 hartree
B hydrides CCSD R, depth: 0.0428, 0.0186 hartree
Largest CCSD-MP2 shift, Ga hydrides: 0.0058 hartree
Largest density-fitting error: 0.00026 hartree
Largest error of <S^2>: 0.0126
\end{verbatim}
